# Why Square-Root Resistance Needs a Matching Internal Reactance

**Q.** I describe cable loss by a series resistance \(R=R_c+K\sqrt{\omega}\) per unit length and keep the inductance \(L\) constant. The loss curve fits well. Why is this model called noncausal?

**A.** Because it gives a voltage drop before the current that causes it. Take time dependence \(e^{+j\omega t}\), so that the drop per unit length is \(V=ZI\) with \(Z=R+jX\). Real signals require \(R\) even and \(X\) odd in \(\omega\), so the resistance is really \(R_c+K\sqrt{|\omega|}\).

To find what the root does in time, write it as a sum over delays. With \(u=\omega t'\) and \(\omega>0\),

\[
\int_{-\infty}^{\infty}\frac{1-\cos\omega t'}{|t'|^{3/2}}dt'
=2\sqrt{\omega}\int_0^\infty\frac{1-\cos u}{u^{3/2}}du .
\]

Integration by parts has no boundary term and gives

\[
\int_0^\infty\frac{1-\cos u}{u^{3/2}}du=2\int_0^\infty\frac{\sin u}{\sqrt u}du=2\sqrt{\frac{\pi}{2}}=\sqrt{2\pi}.
\]

Hence

\[
K\sqrt{|\omega|}=\frac{K}{2\sqrt{2\pi}}\int_{-\infty}^{\infty}\frac{1-e^{-j\omega t'}}{|t'|^{3/2}}dt'.
\]

The cosine could be replaced by the exponential because the sine part is odd in \(t'\) and cancels. Multiplying a spectrum by \(e^{-j\omega t'}\) delays the signal by \(t'\), so the root part of the drop is

\[
v_R(t)=\frac{K}{2\sqrt{2\pi}}\int_{-\infty}^{\infty}\frac{i(t)-i(t-t')}{|t'|^{3/2}}dt'.
\]

Negative \(t'\) is an advance. If the current starts at time zero and keeps one sign, then for every \(t<0\)

\[
v_R(t)=-\frac{K}{2\sqrt{2\pi}}\int_0^\infty\frac{i(t'')}{(t''-t)^{3/2}}dt''\neq0 .
\]

The other terms are \(R_c\,i\) and \(L\,di/dt\). Both vanish before the current starts, so no constant value of \(L\) can cancel this drop.

**Q.** What has to be added?

**A.** A reactance whose time kernel is odd, cancelling the advanced half of the resistive kernel and doubling the delayed half:

\[
v_X(t)=-\frac{K}{2\sqrt{2\pi}}\int_{-\infty}^{\infty}\frac{\operatorname{sgn}(t')}{|t'|^{3/2}}\,i(t-t')\,dt',
\]

taken symmetrically about \(t'=0\). Before the current starts, \(i(t-t')\) is nonzero only for \(t'<0\), where the sign function is \(-1\), and \(v_X=-v_R\).

To identify the reactance, insert \(i=e^{j\omega t}\) with \(\omega>0\). The cosine part cancels by symmetry, and \(-e^{-j\omega t'}\) leaves \(+j\sin\omega t'\):

\[
jX_i=\frac{K}{2\sqrt{2\pi}}\,2j\sqrt\omega\int_0^\infty\frac{\sin u}{u^{3/2}}du .
\]

By parts again, the last integral is \(2\int_0^\infty\cos u\,du/\sqrt u=\sqrt{2\pi}\). Therefore

\[
X_i=K\sqrt\omega,\qquad L_{\rm int}=\frac{X_i}{\omega}=\frac{K}{\sqrt\omega}.
\]

Since \(1+j=\sqrt{2j}\), resistance and reactance join into one function of \(s=j\omega\):

\[
Z(s)=R_c+sL_\infty+K\sqrt{2s}.
\]

The root term is a half-derivative. Write \(\sqrt s\,I=(sI)/\sqrt s\), where \(1/\sqrt s\) is the Laplace transform of \(1/\sqrt{\pi t}\). For a current that rises from zero at \(t=0\) without a jump, \(sI\) is the transform of \(i'\), and

\[
v(t)=K\sqrt{\frac2\pi}\int_0^t\frac{i'(t')}{\sqrt{t-t'}}dt',
\]

which depends on past current alone.

**Q.** Is this reactance forced on me, or is it one of many choices?

**A.** It is forced up to the constant \(L_\infty\), if \(Z(s)\) is analytic for \(\operatorname{Re}s>0\), continuous up to the axis, real for real \(s\), and grows no faster than \(|s|\). Suppose two such functions have the same \(R\). Their difference \(D\) is imaginary on the imaginary axis, so \(D(-s^*)=-D(s)^*\) continues it to the whole plane. An entire function growing no faster than \(|s|\) is \(c_0+c_1s\). Reality on the real axis makes both coefficients real, and an imaginary value at \(s=0\) then requires \(c_0=0\). What remains is \(c_1s\), a constant inductance.

The Kramers-Kronig relation gives the reactance directly. Let \(Z_i=Z-sL_\infty\), with \(Z_i/s\to0\) at infinity. Integrate \(Z_i(jx)/(x^2-\omega^2)\) along real \(x\) and close in the lower half-plane, which is \(\operatorname{Re}s>0\). The large arc vanishes. Small detours below the poles \(x=\pm\omega\) each give \(+j\pi\) times the residue. The residues add to

\[
\frac{Z_i(j\omega)-Z_i(j\omega)^*}{2\omega}=\frac{jX_i}{\omega}.
\]

The closed integral is zero, and the odd part of the integrand drops out, so

\[
2\,P\!\!\int_0^\infty\frac{R(x)}{x^2-\omega^2}dx-\frac{\pi X_i}{\omega}=0 .
\]

Substitute \(x=\omega e^y\), for which \(dx/(x^2-\omega^2)=dy/(2\omega\sinh y)\), and fold negative \(y\) onto positive \(y\):

\[
X_i(\omega)=\frac1\pi\int_0^\infty\frac{R(\omega e^y)-R(\omega e^{-y})}{\sinh y}dy .
\]

A constant resistance contributes nothing. A resistance that rises with frequency and never falls requires positive internal reactance. For the root law the numerator is \(2K\sqrt\omega\sinh(y/2)\), and \(\sinh y=2\sinh(y/2)\cosh(y/2)\), so

\[
X_i=\frac{K\sqrt\omega}{\pi}\int_0^\infty\frac{dy}{\cosh(y/2)}=K\sqrt\omega ,
\]

because the integral equals \(\pi\).

**Q.** But \(K/\sqrt\omega\) diverges at dc. Surely my wire has no infinite inductance.

**A.** It has not. The root law belongs to a skin depth much smaller than the wire radius. For a round nonmagnetic wire of radius \(a\) and resistivity \(\rho\), let \(E(r)\) be the axial field and \(I(r)\) the current inside radius \(r\). Faraday's and Ampère's laws and Ohm's law give

\[
\frac{dE}{dr}=\frac{s\mu_0I}{2\pi r},\qquad \frac{dI}{dr}=\frac{2\pi rE}{\rho}.
\]

Eliminating \(I\) gives \((rE')'/r=q^2E\), with \(q^2=s\mu_0/\rho\). The solution regular on the axis is \(E\propto I_0(qr)\), where \(I_0\) and, below, \(I_1=I_0'\) are modified Bessel functions, not currents. The first equation gives the current from \(E'\propto qI_1(qr)\), and with \(z=qa\)

\[
Z_w=\frac{E(a)}{I(a)}=\frac{\rho z}{2\pi a^2}\frac{I_0(z)}{I_1(z)} .
\]

For large \(z\), \(I_0/I_1\approx1+1/(2z)\). With \(R_0=\rho/(\pi a^2)\) this becomes

\[
Z_w\approx(1+j)K\sqrt\omega+\frac{R_0}{4},\qquad K=\frac{\sqrt{\mu_0\rho/2}}{2\pi a}.
\]

For small \(z\), \(I_0/I_1\approx(2/z)(1+z^2/8)\), so \(Z_w\approx R_0+s\mu_0/(8\pi)\). The internal inductance is finite at dc.

This value also follows from the resistance. A constant drops out of the Kramers-Kronig integral, so replace \(R\) by \(R-R_0\), divide by \(\omega\), and let \(\omega\to0\):

\[
L_{\rm int}(0)=\frac2\pi\int_0^\infty\frac{R(x)-R_0}{x^2}dx=\frac{\mu_0}{8\pi}.
\]

Numerical integration of the wire's resistance gives 50 nH/m, as does \(\mu_0/(8\pi)\). For a wire of radius 0.10 mm and resistivity 2.0 µΩ cm at 10 MHz, where the radius is 4.4 skin depths, the Kramers-Kronig integral and the Bessel formula both give a reactance of 1.397 Ω/m.

**Q.** Put in numbers for a thin coaxial cable carrying multi-gigabit signals between boards.

**A.** Take rough typical values: centre-wire radius 0.10 mm, shield inner radius 0.335 mm, resistivity 2.0 µΩ cm, relative permittivity 2.1 and length \(\ell=0.5\) m. Count loss in the centre wire alone. The external inductance, which is \(L_\infty\) here, is 241.8 nH/m, and the capacitance is 96.64 pF/m. Thus \(Z_0=\sqrt{L_\infty/C}=50.0\) Ω and the time of flight is \(T=\ell\sqrt{L_\infty C}=2417\) ps. In SI units,

\[
K=\frac{1.121\times10^{-7}}{6.283\times10^{-4}}=1.784\times10^{-4}\ \Omega\,{\rm s^{1/2}/m}.
\]

At 10 GHz, \(K\sqrt\omega=44.7\) Ω/m. The required internal reactance is equally large, and a model with \(L\) fixed at \(L_\infty\) supplies none of it. A larger constant \(L\) can match it at one frequency only.

For a current \(I_0(t/\tau)^2e^{-t/\tau}\) starting at zero, with \(I_0=20\) mA and \(\tau=10\) ps, the resistance-only drop is \(-0.078\) V/m at \(t=-\tau\). With the matched reactance it is zero within numerical error, and at \(t=+2\tau\) it is 0.484 V/m.

**Q.** At 10 GHz the internal inductance is just 0.29% of the external value. Why should I care?

**A.** For attenuation at one frequency you need not, to first order in the loss. Expand the propagation constant for \(|Z_i|\ll\omega L_\infty\):

\[
\gamma=\sqrt{(sL_\infty+Z_i)sC}\approx s\sqrt{L_\infty C}+\frac{Z_i}{2Z_0}.
\]

The real part of \(Z_i\) attenuates, and its imaginary part delays. Define \(\alpha=K\ell/(2Z_0)=8.92\times10^{-7}\ {\rm s^{1/2}}\), or \(\alpha^2=0.795\) ps. The attenuation exponent is \(\alpha\sqrt\omega\), and the matching phase delay is \(\alpha/\sqrt\omega\): 11.25 ps at 1 GHz and 3.56 ps at 10 GHz. These delays are small beside \(T\), but not beside the edge of a fast pulse.

**Q.** What does the missing delay do to a step?

**A.** Drive a semi-infinite line with a unit step at \(t=0\) and observe it at distance \(\ell\). The step is \(\tfrac12+\pi^{-1}\int_0^\infty\sin(\omega t)\,d\omega/\omega\). Each component is multiplied by \(H=e^{-\gamma\ell}\), with \(H(0)=1\), so

\[
v(t)=\frac12+\frac1\pi\operatorname{Im}\int_0^\infty H e^{j\omega t}\frac{d\omega}{\omega}.
\]

For \(t<T\), turn the path from \(s=j\omega\) to real \(s=y>0\). The large arc vanishes. The small arc at the origin has \(ds/s=j\,d\theta\), with \(\theta\) running from \(\pi/2\) to 0, and contributes \(-\tfrac12\) to \(v\). It cancels the constant:

\[
v(t)=\frac1\pi\int_0^\infty\operatorname{Im}\!\left[H e^{yt}\right]\frac{dy}{y}\qquad(t<T).
\]

With the matched reactance, \(Z(y)\) and \(H(y)\) are real, so \(v=0\) until \(T\).

In the constant-\(L\) model the positive-frequency root continues as \(\sqrt\omega=e^{-j\pi/4}\sqrt y\). The turn is still allowed: for \(s\) in the first quadrant the terms of \(Z\) have phases between \(-45^\circ\) and \(90^\circ\), so they cannot sum to zero, and \(sZ\) does not cross the cut of the outer square root. Now \(H\) is complex. With \(R_c=0\) and \(\Delta=T-t\), the low-loss form is

\[
v=\frac1\pi\int_0^\infty e^{-y\Delta-\alpha\sqrt{y/2}}\sin\!\left(\alpha\sqrt{y/2}\right)\frac{dy}{y}.
\]

For \(\Delta\gg\alpha^2\), keep the first term of the sine and set the other root exponential to one:

\[
v\approx\frac{\alpha}{\pi\sqrt2}\int_0^\infty\frac{e^{-y\Delta}}{\sqrt y}dy
=\frac{\alpha}{\sqrt{2\pi\Delta}} .
\]

At \(t=0\) this is \(\sqrt{0.795/(2\pi\times2417)}=0.0072\) of the step. The unexpanded propagation constant gives 0.0068. Even 1000 ps before the source switches, the model gives 0.0057. At 20 ps before \(T\) it gives 0.073.

**Q.** And around the arrival itself?

**A.** In the low-loss constant-\(L\) model, \(He^{j\omega T}=e^{-\alpha\sqrt\omega}\) is real, so \(v-\tfrac12\) is odd about \(t=T\). Half the step has arrived at \(T\); the full calculation gives 0.499.

For the matched model let \(\theta=t-T>0\) and \(k=\alpha\sqrt2\). The output transform, apart from the delay, is \(e^{-k\sqrt s}/s\). To invert it, consider

\[
f(\theta)=\frac{k}{2\sqrt\pi\,\theta^{3/2}}e^{-k^2/(4\theta)} .
\]

With \(u=k/(2\sqrt\theta)\) and \(b=k\sqrt s/2\), its Laplace transform is \((2/\sqrt\pi)J(b)\), where \(J=\int_0^\infty e^{-u^2-b^2/u^2}du\). Differentiating under the integral and substituting \(w=b/u\) gives \(J'=-2J\). Since \(J(0)=\sqrt\pi/2\), the transform is \(e^{-k\sqrt s}\). Division by \(s\) integrates \(f\) from zero:

\[
v=\operatorname{erfc}\!\left(\frac{k}{2\sqrt\theta}\right)=\operatorname{erfc}\!\left(\frac{\alpha}{\sqrt{2(t-T)}}\right).
\]

At \(T+5\) ps this gives 0.690, as does the unexpanded matched line to three digits. The constant-\(L\) model gives 0.863. With \(L=L_\infty\) it makes the edge too early as well as adding a precursor: its half-height point is at \(T\), against \(T+1.75\) ps for the matched line. A constant \(L\) matched to the true inductance at one frequency moves that point later by about the phase delay found above, 3.56 ps for 10 GHz or about 11.2 ps for 1 GHz. The edge is then too late, and the precursor remains.

**Q.** Could I keep a measured \(R(\omega)\), with its proper dc limit, and still freeze \(L\)?

**A.** The precursor shrinks but survives. Let \(w(\theta)\) be the wire's voltage response per length to a unit current step. It tends to \(R_0\) at late times. For \(\theta\) well below the slowest diffusion time of the wire, about \(\mu_0a^2/(14.7\rho)=43\) ns, the high-frequency form of \(Z_w\) gives \(w\approx K\sqrt{2/(\pi\theta)}+R_0/4\). Keeping \(R\) alone replaces the causal kernel by its even part, half of which lies in the future. At a time \(\Delta\) before arrival, the resistive response is therefore

\[
\tfrac12\left[R_0-w(\Delta)\right]=\tfrac38R_0-\frac{K}{\sqrt{2\pi\Delta}} .
\]

Multiplication by \(-\ell/(2Z_0)\), the first-order effect of series impedance on the output, gives

\[
v\approx\frac{\alpha}{\sqrt{2\pi\Delta}}-\frac{3R_0\ell}{16Z_0}.
\]

With \(R_0=0.637\) Ω/m, the estimate at \(t=0\) is \(0.0072-0.0012=0.0060\); the full calculation gives 0.0058. Freezing \(L\) at its dc value, 50 nH/m higher, leaves 0.0050. With the wire's own reactance restored, the response at \(t=0\) and at \(T-20\) ps is zero within numerical error.

**Q.** How close is this to a real cable?

**A.** The parameters are rough but in the range of thin 50 Ω cables, and the precursor is an error of the model, not something such a cable should show. Of the omissions estimated here, the largest at 10 GHz and below is the shield: in the root regime a smooth solid shield of the same resistivity adds 30% to the centre-wire loss, and to \(X_i\) as well. Since the leading precursor is proportional to \(K\), the constant-\(L\) error at \(t=0\) would rise from about 0.007 to 0.009.

Relative to centre-wire loss at 10 GHz, a dielectric loss tangent of 0.0003 adds about 10%, and 0.3 µm roughness adds about 16% by the Hammerstad estimate. Both shares grow with frequency: the roughness estimate passes the shield's 30% at about 20 GHz, so it matters more than the shield for a picosecond edge. Warming by 50 K raises the wire loss by about 10%. If roughness changes the shape of \(R(\omega)\), its reactance must be recomputed from the Kramers-Kronig integral; \(K\sqrt\omega\) no longer suffices.

Local Ohm's law is reasonable at 10 GHz, where a rough mean free path of 40 nm is 0.056 of the 712 nm skin depth. An ideal step also contains frequencies above the first higher mode, at roughly 150 GHz, so the picosecond edge shape is a property of this single-mode model. The precursor at \(t=0\) is less sensitive to the source edge: averaging the leading formula over a 20 ps rise changes it by less than 1%.

For time-domain work on a smooth wire deep in the skin-effect regime, use \(K\sqrt{2s}\) as one element. If the signal reaches down to frequencies where the skin depth is comparable with the radius, use the full \(Z_w\). The remaining values are in the numerical output.

## Calculated quantities

```
wire radius: 0.1 mm
shield inner radius: 0.335 mm
resistivity: 2 uOhm cm
relative permittivity: 2.1 (1)
length: 0.5 m
external inductance: 241.8 nH/m
capacitance: 96.64 pF/m
lossless characteristic impedance Z0: 50.02 Ohm
time of flight T: 2416.9 ps
K: 0.0001784 Ohm s^0.5/m
dc resistance: 0.6366 Ohm/m
alpha squared: 0.7951 ps
at 0.1 GHz: K sqrt(omega) = 4.472 Ohm/m, L_int = 7.118 nH/m, L_int/L_ext = 2.94 %, extra phase delay = 35.57 ps
at 1 GHz: K sqrt(omega) = 14.14 Ohm/m, L_int = 2.251 nH/m, L_int/L_ext = 0.931 %, extra phase delay = 11.25 ps
at 10 GHz: K sqrt(omega) = 44.72 Ohm/m, L_int = 0.7118 nH/m, L_int/L_ext = 0.294 %, extra phase delay = 3.557 ps
KK reactance of root law, 10 GHz: 44.721 Ohm/m
wire resistance, 10 GHz: 44.881 Ohm/m
wire internal reactance, 10 GHz: 44.721 Ohm/m
wire internal reactance, 10 MHz, formula: 1.3972 Ohm/m
same from KK integral of R: 1.3972 Ohm/m
dc internal inductance mu0/8pi: 50 nH/m
same from sum rule: 50 nH/m
pulse time constant tau: 10 ps
pulse current scale I0: 20 mA
drop at t=-tau, resistance only: -0.0782 V/m
drop at t=-tau, matched reactance: 9e-11 V/m
drop at t=+2tau, matched reactance: 0.4839 V/m
step responses, fraction of the input step:
constant L, 1000 ps before switching: 0.005655 (1)
constant L, t=0: 0.006773 (1)
low-loss estimate, t=0: 0.007236 (1)
constant L, T-20 ps: 0.07283 (1)
constant L, T: 0.4992 (1)
constant L, T+5 ps: 0.8634 (1)
matched, largest size at t=0, T/2, T-20 ps: 1.1e-16 (1)
matched, T+5 ps: 0.6903 (1)
low-loss erfc law, T+5 ps: 0.6901 (1)
full wire, largest size at t=0, T-20 ps: 1.3e-09 (1)
full wire, T+5 ps: 0.6897 (1)
wire R with L frozen at L_ext, t=0: 0.005834 (1)
estimate with dc correction, t=0: 0.006043 (1)
wire R with L frozen at L_ext, T-20 ps: 0.07181 (1)
wire R with L frozen at dc value, t=0: 0.005048 (1)
neglected effects, relative to centre-wire loss at 10 GHz:
shield resistance: 30 %
dielectric loss (loss tangent 0.0003): 10 %
roughness 0.3 um (Hammerstad): 16 %
warming by 50 K at 0.4 %/K: 9.5 %
skin depth, 10 GHz: 712 nm
mean free path (rough input): 40 nm
mean free path / skin depth: 0.056 (1)
first higher mode, approximate cutoff: 151 GHz
```
